# Negative Capacitance from Reversible Domain-Wall Motion in a Striped Ferroelectric–Dielectric Stack, part 1

(Sections cited here and not found follow in the second part.)

## I. Wall displacement as an effective permittivity

### The result

A ferroelectric layer of thickness \(d_f\) lies between two equal dielectric layers of total thickness \(d_d\), with a metal electrode on each outer face. The ferroelectric is divided into stripes of polarization \(+P\) and \(-P\) with full period \(W\). Each domain wall is held by a reversible pinning stiffness \(k_w\), the restoring pressure per unit displacement. For small wall displacements, the laterally averaged displacement field \(D\) and the laterally averaged field \(E_f\) in the ferroelectric obey \(D=\varepsilon_0\varepsilon_fE_f\), with

\[
\varepsilon_f=\varepsilon_c+\frac{8P^2}{\varepsilon_0W\,(k_w-k_{\rm dep})}. \tag{1}
\]

Here \(\varepsilon_c\) is the out-of-plane background permittivity, which describes the response at fixed walls. The depolarization stiffness \(k_{\rm dep}\) is

\[
k_{\rm dep}=\frac{32P^2}{\varepsilon_0d_fW}\sum_{n=1}^{\infty}(-1)^{n+1}b(q_n),\qquad q_n=\frac{2\pi n}{W}, \tag{2}
\]

\[
\frac1{b(q)}=\varepsilon_d\,q\coth\frac{q d_d}{2}+\varepsilon_c s\,q\coth\frac{s q d_f}{2},\qquad s=\sqrt{\frac{\varepsilon_a}{\varepsilon_c}}, \tag{3}
\]

where \(\varepsilon_a\) is the in-plane background permittivity of the ferroelectric and \(\varepsilon_d\) the permittivity of the dielectric. Within this model the local capacitance per area, \(\varepsilon_0\varepsilon_f/d_f\), is negative if and only if

\[
k_w<k_{\rm dep}. \tag{4}
\]

Free walls, \(k_w=0\), therefore give a negative local capacitance for any choice of thicknesses and period. The quantity \(\varepsilon_f\) contains \(d_d\) and \(\varepsilon_d\). It describes the ferroelectric layer in its surroundings and is not a material constant.

### Model and conventions

The \(z\) axis is normal to the layers and the \(x\) axis is normal to the walls. The ferroelectric occupies \(|z|<d_f/2\), and each dielectric layer has thickness \(h=d_d/2\). Fields are positive when they point upward, along \(+z\). The voltage \(V\) is the potential of the bottom electrode minus that of the top electrode, so a positive \(V\) favours the up domains.

In the ferroelectric,

\[
D_z=\varepsilon_0\varepsilon_cE_z+P_0(x),\qquad D_x=\varepsilon_0\varepsilon_aE_x,\qquad P_0(x)=\pm P. \tag{5}
\]

The magnitude \(P\) is fixed; the response of the polarization within a domain is taken to be linear and is contained in \(\varepsilon_c\) and \(\varepsilon_a\). Near the interfaces this response need not be small. The walls are thin, straight and vertical. No free charge is present inside the layers, no domain nucleates or disappears, and the motion is slow enough to be quasistatic.

The vertical walls carry no bound charge, because \(P_0\) is parallel to them. All bound charge from \(P_0\) sits at the interfaces: \(+P_0(x)\) per area at the top and \(-P_0(x)\) at the bottom.

Let both walls of every up domain move outward by \(u\). The width of an up domain becomes \(W/2+2u\). If \(pP\) is the lateral average of \(P_0\), the up fraction is \((1+p)/2\), and hence

\[
\frac{1+p}{2}=\frac12+\frac{2u}{W}\quad\Rightarrow\quad p=\frac{4u}{W}. \tag{6}
\]

The pinning energy per wall area is \(k_wu^2/2\). One period contains two walls of height \(d_f\), so the wall area per stack area is \(2d_f/W\). The pinning energy per stack area is

\[
\frac{2d_f}{W}\,\frac{k_wu^2}{2}=\frac{d_fk_w}{W}\left(\frac{pW}{4}\right)^2=\frac12\kappa p^2,\qquad \kappa=\frac{d_fWk_w}{8}. \tag{7}
\]

The intrinsic energy of the walls does not change, since their number and height are fixed.

### Potential of one stripe harmonic

With \(x=0\) at the centre of an up domain, the square wave has the series

\[
P_0(x)=pP+\sum_{n\ge1}P_n\cos q_nx,\qquad P_n=\frac{4P}{n\pi}\sin\frac{n\pi(1+p)}{2}. \tag{8}
\]

The coefficient follows by writing \(P_0=-P+2P\) inside the up domain. The constant \(-P\) has no harmonic, and the up domain of width \(W(1+p)/2\) contributes

\[
P_n=\frac{2}{W}\,2P\,\frac{2\sin[q_nW(1+p)/4]}{q_n},
\]

which is (8) because \(q_nW=2\pi n\).

Consider one term \(P_q\cos qx\). The electrodes are equipotentials, so this harmonic of the potential vanishes on them. It is odd in \(z\), because the charges at the two interfaces are opposite. In the ferroelectric, \(\nabla\cdot\mathbf D=0\) gives \(\varepsilon_c\,\partial_z^2\varphi=\varepsilon_aq^2\varphi\). If \(\varphi_q\) denotes the amplitude at the top interface, then

\[
\varphi=\varphi_q\cos qx\;\frac{\sinh sqz}{\sinh(sqd_f/2)}\quad(|z|<d_f/2), \tag{9}
\]

\[
\varphi=\varphi_q\cos qx\;\frac{\sinh q(d_f/2+h-z)}{\sinh qh}\quad(d_f/2<z<d_f/2+h). \tag{10}
\]

With \(E_z=-\partial_z\varphi\), the amplitude of \(D_z\) just above the interface is \(\varepsilon_0\varepsilon_dq\coth(qh)\,\varphi_q\). Just below, it is \(P_q-\varepsilon_0\varepsilon_csq\coth(sqd_f/2)\,\varphi_q\). Continuity of \(D_z\) gives

\[
\varphi_q=\frac{b(q)}{\varepsilon_0}P_q, \tag{11}
\]

with \(b(q)\) as defined in (3). It has the dimension of a length.

### Stray energy and its curvature

The field energy \(\tfrac12\int\mathbf E\cdot\varepsilon_0\boldsymbol\varepsilon\mathbf E\) of the harmonics becomes \(\tfrac12\int\sigma\varphi\) over the interface charges after one integration by parts; the boundary terms vanish at the electrodes. The two interfaces contribute equally, because both charge and potential change sign between them. The lateral average of \(\cos^2qx\) is \(1/2\). The energy per area of one harmonic is therefore

\[
\frac12\cdot2\cdot\frac12P_q\varphi_q=\frac{P_q^2\,b(q)}{2\varepsilon_0}. \tag{12}
\]

Insert (8), write \(b_n=b(q_n)\), and use \(\sin^2[n\pi(1+p)/2]=\tfrac12[1-(-1)^n\cos n\pi p]\). The stray energy per area is

\[
U(p)=\frac{4P^2}{\pi^2\varepsilon_0}\sum_{n\ge1}\frac{b_n}{n^2}\left[1-(-1)^n\cos n\pi p\right], \tag{13}
\]

and its derivative is

\[
U'(p)=\frac{4P^2}{\pi\varepsilon_0}\sum_{n\ge1}(-1)^n\frac{b_n}{n}\sin n\pi p. \tag{14}
\]

A second differentiation at \(p=0\) gives

\[
U''(0)=-\kappa_{\rm dep},\qquad \kappa_{\rm dep}=\frac{4P^2}{\varepsilon_0}A,\qquad A=\sum_{n\ge1}(-1)^{n+1}b_n. \tag{15}
\]

Termwise differentiation is allowed near \(p=0\): the coefficients \(b_n\) decrease steadily to zero, and the alternating sign keeps the series uniformly convergent there.

The function \(q\coth(qh)\) increases with \(q\), so \(b_n\) is positive and decreasing. An alternating series of such terms has the sign of its first term. Hence \(A>0\) and \(U''(0)<0\). A net polarization lowers the stray energy, because equal stripes produce a stronger alternating interface charge than slightly unequal ones. This negative curvature is the origin of the negative local capacitance. It excludes the energy of the laterally uniform field, which has positive curvature and is treated next.

### Equilibrium of the walls

Hold the average displacement field \(D\) fixed, which means fixed charge on the electrodes. The uniform fields are \(E_f=(D-pP)/(\varepsilon_0\varepsilon_c)\) and \(E_d=D/(\varepsilon_0\varepsilon_d)\). Products of uniform and harmonic fields average to zero, so the energy per area is

\[
F(D,p)=\frac{d_f(D-pP)^2}{2\varepsilon_0\varepsilon_c}+\frac{d_dD^2}{2\varepsilon_0\varepsilon_d}+U(p)+\frac12\kappa p^2. \tag{16}
\]

Setting \(\partial F/\partial p=0\) gives

\[
Pd_fE_f=U'(p)+\kappa p. \tag{17}
\]

For small \(p\), (15) gives \(U'(p)=-\kappa_{\rm dep}p\), so that

\[
p=\frac{Pd_f}{\kappa-\kappa_{\rm dep}}E_f. \tag{18}
\]

The averaged displacement field is \(D=\varepsilon_0\varepsilon_cE_f+pP\). Therefore

\[
\varepsilon_f=\varepsilon_c+\frac{P^2d_f}{\varepsilon_0(\kappa-\kappa_{\rm dep})}. \tag{19}
\]

Define \(k_{\rm dep}=8\kappa_{\rm dep}/(d_fW)\), in parallel with (7). Equation (15) then gives (2), and (19) becomes (1).

### The same balance seen at a wall

Equation (17) can be read as a local force balance. The wall on the right of the up domain is at \(x_w=W(1+p)/4\). By (11), the harmonics produce a potential drop from the bottom to the top interface along this wall equal to

\[
-\frac{2}{\varepsilon_0}\sum_nP_nb_n\cos q_nx_w
=-\frac{4P}{\pi\varepsilon_0}\sum_n\frac{b_n}{n}\sin n\pi(1+p)=-\frac{U'(p)}{P}. \tag{20}
\]

The first equality uses \(q_nx_w=n\pi(1+p)/2\) and \(2\sin\alpha\cos\alpha=\sin2\alpha\). The second uses \(\sin n\pi(1+p)=(-1)^n\sin n\pi p\) and (14). Adding the uniform part, the total drop along the wall is

\[
\Delta_w=d_fE_f-\frac{U'(p)}{P}=\frac{\kappa p}{P}=\frac{k_wu\,d_f}{2P}, \tag{21}
\]

by (17), (6) and (7). Thus \(2P\Delta_w=k_wud_f\): the electric force on the wall, which reverses the polarization by \(2P\) as it advances, balances the pinning force.

A free wall settles where the potential drop along it is zero. When \(p>0\), the harmonic drop (20) is positive and pushes the wall further outward. The averaged drop \(d_fE_f\) must then be negative to hold the wall in place. The average field thus opposes the net polarization. For small \(p\), it remains too weak to reverse the sign of \(D=\varepsilon_0\varepsilon_cE_f+pP\), as the bound (38) in the second half shows, so \(D\) and \(E_f\) are antiparallel.

### Thick layers

Let both layers be thick enough that the hyperbolic cotangents in (3) equal one even for \(n=1\). This requires \(\pi d_d/W\gg1\) and \(\pi sd_f/W\gg1\). Then

\[
b_n=\frac{W}{2\pi nG},\qquad G=\varepsilon_d+\sqrt{\varepsilon_a\varepsilon_c}, \tag{22}
\]

and \(\sum(-1)^{n+1}/n=\ln2\) gives

\[
k_{\rm dep}=\frac{16\ln2}{\pi}\,\frac{P^2}{\varepsilon_0d_fG},\qquad
\varepsilon_f\big|_{k_w=0}=\varepsilon_c-\frac{\pi Gd_f}{2W\ln2}. \tag{23}
\]

The period has dropped out of the threshold, but not out of the permittivity. At fixed period, a thinner ferroelectric tolerates stiffer pinning, because the interface charges exert their force on a shorter wall.

### Threshold for a numerical case

Take the round model parameters \(P=0.2\ {\rm C/m^2}\), \(\varepsilon_c=25\), \(\varepsilon_a=40\), \(\varepsilon_d=10\), \(d_f=10\) nm, \(d_d=8\) nm and \(W=10\) nm. They represent no named material. The sum in (15) is \(A=0.02636\) nm, and \(P^2/\varepsilon_0=4.518\times10^9\) Pa. Equation (2) gives

\[
k_{\rm dep}=\frac{32\,(4.518\times10^9\ {\rm Pa})(0.02636\ {\rm nm})}{(10\ {\rm nm})(10\ {\rm nm})}=38.1\ {\rm MPa/nm}. \tag{24}
\]

The thick-layer formula (23) gives 38.3 MPa/nm, about 0.5% above the full value. For free walls, (1) gives

\[
\varepsilon_f=25-\frac{8\,(4.518\times10^9\ {\rm Pa})}{(10\ {\rm nm})(38.11\times10^6\ {\rm Pa/nm})}=25-94.8=-69.8. \tag{25}
\]

This value was tested against a two-dimensional finite-difference solution of Poisson's equation for the whole stack. There the walls were displaced, the voltage was chosen so that the drop along each wall satisfied (21), and \(\varepsilon_f\) was read from the averaged fields. The grid result is \(-69.9\).

## II. Sign, stability and stack capacitance

### Quantities carried over

The ferroelectric has thickness \(d_f\), period \(W\), domain polarization \(\pm P\), and background permittivities \(\varepsilon_c\) (out of plane) and \(\varepsilon_a\) (in plane). The dielectric has total thickness \(d_d=2h\) and permittivity \(\varepsilon_d\). The net polarization is \(pP\), with \(p=4u/W\) for wall displacement \(u\). The pinning energy per area is \(\kappa p^2/2\), with \(\kappa=d_fWk_w/8\). The stray energy has curvature \(-\kappa_{\rm dep}=-4P^2A/\varepsilon_0\), where \(A=\sum_{n\ge1}(-1)^{n+1}b(q_n)>0\), \(q_n=2\pi n/W\), and \(b(q)\) from (3) converts an interface charge harmonic into a potential. The permittivity is (19), equivalent to (1).

Equation (19) shows at once that \(\varepsilon_f>\varepsilon_c\) when \(\kappa>\kappa_{\rm dep}\). When \(\kappa<\kappa_{\rm dep}\), the wall term is negative, but \(\varepsilon_f\) is negative only if that term exceeds \(\varepsilon_c\) in magnitude. The criterion (4) therefore needs an upper bound on \(\kappa_{\rm dep}\). The bound follows from the stability of the short-circuited stack.

### Stiffness of the short-circuited stack

At \(V=0\), the net polarization also produces uniform fields. Its interface charge \(\pm pP\) is the \(q\to0\) case of (11), where

\[
b(0)=\frac{1}{2(\varepsilon_d/d_d+\varepsilon_c/d_f)}, \tag{26}
\]

because \(q\coth(qa)\to1/a\). The two interfaces together store \(\tfrac12\cdot2\,(pP)^2b(0)/\varepsilon_0\) per area. There is no lateral factor \(1/2\), since this charge is uniform. The corresponding curvature is \(2P^2b(0)/\varepsilon_0\). Adding \(-\kappa_{\rm dep}\), the electrostatic stiffness at short circuit is

\[
K=\frac{2P^2}{\varepsilon_0}\left[b(0)-2A\right]=\frac{2P^2}{\varepsilon_0}\sum_{n=-\infty}^{\infty}(-1)^nb(q_n). \tag{27}
\]

The last form uses \(b(-q)=b(q)\). The uniform depolarization energy opposes \(p\) and the stray energy favours it, so the sign of \(K\) is not yet evident.

Define the interface Green function

\[
g(x)=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,b(q)e^{iqx}. \tag{28}
\]

Then \(g(x)/\varepsilon_0\) is the potential at the top interface, at lateral distance \(x\) from a unit line charge there, with the opposite line charge at the bottom interface and both electrodes grounded. Insert \(b(q)=\int g(x)e^{-iqx}dx\) into (27), and use

\[
\sum_n(-1)^ne^{-iq_nx}=W\sum_m\delta\!\left(x-(m+\tfrac12)W\right), \tag{29}
\]

where \(m\) runs over all integers. The result is

\[
K=\frac{2P^2W}{\varepsilon_0}\sum_{m=-\infty}^{\infty}g\!\left((m+\tfrac12)W\right). \tag{30}
\]

The distances in (30) are those between walls of opposite type. The singular point \(x=0\) does not appear.

This part has derived the effective permittivity (1) and written the short-circuit stiffness \(K\) as the sum (30) of the Green function \(g\) over distances between walls of opposite type. It remains to show that \(g\) is positive, which gives \(K>0\) and proves the sign criterion (4), and then to treat the stack capacitance, the stability of the walls and the limits of the model.

All numerical values are calculated from the stated model.
